\section*{Ballistic conductance of a wide graphene ribbon derived in two ways}

\section{Definitions and conventions}

A graphene ribbon of width $W$ runs along $x$ and is bounded in $y$. Carbon atoms are joined by bonds of length $a$, and an electron hops between nearest neighbours with amplitude $-t$, $t>0$. Longer hops, orbital overlap and spin-orbit coupling are left out of this model. Energies are measured from the Dirac point, where the two bands touch, and the Fermi energy is $E_F>0$. Further,
\begin{equation}
\hbar v_F=\tfrac32 ta,\qquad k_F=\frac{E_F}{\hbar v_F},\qquad \epsilon=\frac{E_F}{t}.
\end{equation}
The first relation is derived below. The charge unit $e$ is positive, $h=2\pi\hbar$, and $I$ is the electron flow times $e$; the conventional current has the opposite direction. $M$ is the number of right-moving modes at $E_F$ for one spin, with both valleys included.

The ribbon is uniformly doped and free of scattering. Its contacts are reflectionless: every carrier reaching a contact is absorbed, and every mode leaving a contact carries that contact's occupation. The temperature is zero and the voltage small. For $k_FW\gg1$ and $\epsilon\ll1$ the claim is
\begin{equation}
\frac GW\simeq\frac{4e^2E_F}{\pi h\,\hbar v_F}.
\label{main}
\end{equation}
The hopping model is symmetric between its two bands, so for $E_F<0$ the same law holds with $|E_F|$.

\section{First derivation: counting standing waves}

\subsection{Bands of an armchair ribbon}

An armchair ribbon consists of $N$ lines of atoms parallel to $x$, a distance $\sqrt3a/2$ apart. On line $j$ each A atom has a B neighbour displaced by $+a$ along $x$; its B neighbours on lines $j\pm1$ are displaced by $-a/2$. With a factor $e^{ikx}$ at each atomic position, the amplitudes obey
\begin{align}
EA_j&=-t\left[e^{ika}B_j+e^{-ika/2}(B_{j+1}+B_{j-1})\right],\\
EB_j&=-t\left[e^{-ika}A_j+e^{ika/2}(A_{j+1}+A_{j-1})\right].
\end{align}
Setting $B_j=e^{ika/2}b_j$ and $\varphi=3ka/2$ collects the phases:
\begin{align}
EA_j&=-t\left[e^{i\varphi}b_j+b_{j+1}+b_{j-1}\right],\\
Eb_j&=-t\left[e^{-i\varphi}A_j+A_{j+1}+A_{j-1}\right].
\end{align}
Lines $0$ and $N+1$ are absent, which is the same as requiring zero amplitude there. Hence $A_j=A\sin j\theta_p$ and $b_j=b\sin j\theta_p$, with $\theta_p=p\pi/(N+1)$ and $p=1,\dots,N$. Because $\sin(j+1)\theta+\sin(j-1)\theta=2\cos\theta\sin j\theta$, writing $c=2\cos\theta_p$ gives
\begin{equation}
EA=-t(e^{i\varphi}+c)b,\qquad Eb=-t(e^{-i\varphi}+c)A.
\end{equation}
Multiplying the two equations yields
\begin{equation}
E^2=t^2(1+c^2+2c\cos\varphi).
\label{band}
\end{equation}
Each of the $N$ standing waves gives two energies, which accounts for all $2N$ states at a given $k$.

Near the Dirac point let $\theta=2\pi/3+\eta$, with $\eta=q\sqrt3a/2$ and $q$ the transverse wave number. Then $1+c\simeq-\sqrt3\,\eta$. Rewriting (\ref{band}) as $E^2=t^2[(1+c)^2-2c(1-\cos\varphi)]$ and using $c\simeq-1$ in the second term,
\begin{equation}
E^2\simeq t^2(3\eta^2+\varphi^2)=\left(\tfrac32ta\right)^2(q^2+k^2),
\end{equation}
which is the Dirac cone with $\hbar v_F=3ta/2$.

\subsection{Which waves conduct}

The period along $x$ is $3a$, so $\varphi$ runs from $-\pi/2$ to $\pi/2$ and $\cos\varphi\ge0$. Take $0<\epsilon<1$. If $c\ge0$, the bracket in (\ref{band}) is at least $1$ and cannot equal $\epsilon^2$. If $c<0$, it rises steadily from $(1+c)^2$ at $\varphi=0$ to $1+c^2>1$ at $\varphi=\pi/2$. It therefore meets $\epsilon^2$ once for $\varphi>0$ if $|1+c|<\epsilon$, and not at all if $|1+c|>\epsilon$. At the crossing $dE/dk>0$: this is one right mover. Its partner at $-\varphi$ moves left.

$M$ is thus the number of $\theta_p$ for which $|1+2\cos\theta_p|<\epsilon$. The ends of this interval satisfy $1+2\cos(2\pi/3+\eta)=-s$ with $s=\pm\epsilon$, or, expanded to third order,
\begin{equation}
\sqrt3\,\eta-\tfrac12\eta^2-\tfrac{\sqrt3}{6}\eta^3=s.
\end{equation}
Insert $\eta=s/\sqrt3+\beta s^2+\gamma s^3$. The terms in $s^2$ require $\sqrt3\beta=1/6$. Those in $s^3$ require $\sqrt3\gamma=\beta/\sqrt3+1/18=1/9$. In the difference of the two ends the even term cancels:
\begin{equation}
\eta(\epsilon)-\eta(-\epsilon)=\frac{2\epsilon}{\sqrt3}\left(1+\frac{\epsilon^2}{9}+\dots\right).
\end{equation}
The $\theta_p$ are spaced by $\pi/(N+1)$, and the number of grid points in an interval differs from length over spacing by at most one. The wave vanishes on lines $0$ and $N+1$, so the natural width is $W=(N+1)\sqrt3a/2$. Therefore
\begin{align}
M&=\frac{N+1}{\pi}\frac{2\epsilon}{\sqrt3}\left(1+\frac{\epsilon^2}{9}+\dots\right)+\delta,\qquad|\delta|\le1,\\
\frac{N+1}{\pi}\frac{2\epsilon}{\sqrt3}&=\frac{2W}{\sqrt3\,\pi a}\,\frac{2E_F}{\sqrt3\,t}=\frac{4WE_F}{3\pi ta}=\frac{2k_FW}{\pi}.
\label{count}
\end{align}

The leading term is the range $-k_F<q<k_F$ divided by the spacing $\pi/W$. Both signs of $q$ count. The factor $\sin j\theta$ contains $e^{ij\theta}$, near $2\pi/3$, and $e^{-ij\theta}$, near $-2\pi/3$. These belong to different valleys, so the wave joins $q$ in one valley to $-q$ in the other, and changing the sign of $q$ gives a different wave. The valleys are then used up, and no further factor of two is due. With periodic edges the spacing would be $2\pi/W$, giving $k_FW/\pi$ modes in each of two valleys and the same total.

\subsection{Current of one mode}

A mode has $dk/2\pi$ states per unit length and velocity $v=\hbar^{-1}dE/dk$. Right movers carry the occupation $f_1$ of the left contact, left movers $f_2$. For one spin the net flow is
\begin{equation}
I=e\int\frac{dk}{2\pi}\frac1\hbar\frac{dE}{dk}(f_1-f_2)=\frac eh\int dE\,(f_1-f_2)=\frac{e^2}{h}V,
\end{equation}
because the contact potentials differ by $eV$. A fast mode has few states per unit energy, a slow one many, and the product is the same. With two spins,
\begin{equation}
G=\frac{2e^2}{h}M\simeq\frac{2e^2}{h}\frac{2k_FW}{\pi}=\frac{4e^2E_FW}{\pi h\,\hbar v_F},
\end{equation}
which is (\ref{main}).

\section{Second derivation: flux through the Fermi circle}

Now treat the ribbon as a strip of bulk graphene and ignore its edges. Two spins and two valleys give $4\,d^2k/(2\pi)^2$ states per area. States with $v_x>0$ are filled by the left contact, those with $v_x<0$ by the right one. At equal occupations the two flows cancel, so the net flow per width is the excess of right movers:
\begin{equation}
\frac IW=4e\int_{v_x>0}\frac{d^2k}{(2\pi)^2}\,v_x(f_1-f_2),\qquad f_1-f_2\simeq eV\,\delta(E-E_F).
\end{equation}
On the cone $v_x=v_F\cos\alpha$, where $\alpha$ is the direction of motion, and $\delta(\hbar v_Fk-E_F)=\delta(k-k_F)/(\hbar v_F)$. Hence
\begin{align}
\frac GW&=\frac{4e^2}{4\pi^2}\int_0^\infty k\,dk\,\frac{\delta(k-k_F)}{\hbar v_F}\int_{-\pi/2}^{\pi/2}v_F\cos\alpha\,d\alpha\\
&=\frac{e^2}{\pi^2}\frac{k_F}{\hbar}\,2=\frac{2e^2k_F}{\pi^2}\frac{2\pi}{h}=\frac{4e^2k_F}{\pi h}.
\end{align}
This is (\ref{main}) again. The carrier density is $n=4\pi k_F^2/(2\pi)^2=k_F^2/\pi$, so $G/W=(4e^2/h)\sqrt{n/\pi}$: fourfold doping doubles the ballistic conductance.

\subsection{Finite temperature and the neutral limit}

At temperature $T$ each energy contributes in proportion to $|E|$, weighted by $-f'$. Both bands count, and $E_F$ in (\ref{main}) is replaced by
\begin{align}
\langle|E|\rangle&=\int_0^\infty E\left[-f'(E-\mu)-f'(E+\mu)\right]dE\nonumber\\
&=\int_0^\infty\left[f(E-\mu)+f(E+\mu)\right]dE\nonumber\\
&=k_BT\ln\left[(1+e^{\mu/k_BT})(1+e^{-\mu/k_BT})\right]
=2k_BT\ln\left(2\cosh\frac{\mu}{2k_BT}\right).
\end{align}
Here $f(u)=1/(e^{u/k_BT}+1)$, $\mu$ is the chemical potential, and the second line is an integration by parts. For $k_BT\ll\mu$ this tends to $\mu$. At $\mu=0$ it is $2k_BT\ln2$: thermally excited electrons and holes conduct although $E_F=0$.

If the charge is fixed instead of $\mu$, then $\mu$ moves. The electron density is proportional to $\int_0^\infty Ef(E-\mu)\,dE$. For $k_BT\ll\mu$, integration by parts turns this into the average of $E^2/2$ over $-f'$, which is $\mu^2/2+\pi^2(k_BT)^2/6$, since the mean square width of $-f'$ is $\pi^2(k_BT)^2/3$. Holes and the cut at $E=0$ add terms of order $e^{-\mu/k_BT}$. Equating to $E_F^2/2$,
\begin{equation}
\mu\simeq\sqrt{E_F^2-\pi^2(k_BT)^2/3}.
\label{mu}
\end{equation}

\section{What each derivation assumes}

Both need reflectionless contacts, no scattering and linear response. They differ in their treatment of the width. The first uses transverse standing waves and a definite edge. In return it gives the integer $M$, the steps of $G$, and a limit on the error: relative to $2k_FW/\pi$, the deviation is at most $\pi/(2k_FW)$ from rounding, plus $\epsilon^2/9$ from band curvature at leading order. It fails as a smooth law when $k_FW$ is of order one.

The second needs no transverse coherence and no edge model, but it assumes that edges alter a negligible share of the states, so it cannot show steps. It extends readily to other bands. Since $v_x=\hbar^{-1}\partial E/\partial k_x$, integrating over $k_x$ first leaves, for a convex Fermi contour, its extent along $k_y$, here $2k_F$. That extent is also what the first derivation divides into modes.

\section{A doped ribbon as an interconnect}

Take one layer with $t=3.0$ eV, $a=0.142$ nm, $E_F=0.30$ eV, $W=99.98$ nm ($N=812$) and length $L=100$ nm. Then
\begin{align}
\hbar v_F&=1.5\times3.0\times0.142=0.639\ \mathrm{eV\,nm},\\
k_F&=0.30/0.639=0.4695\ \mathrm{nm^{-1}},\\
2k_FW/\pi&=2\times46.94/\pi=29.88,\\
G/W&=77.48\ \mu\mathrm S\times29.88/99.98\ \mathrm{nm}=23.2\ \mu\mathrm{S/nm}.
\end{align}
The ribbon has $G=2.32$ mS, or $432\ \Omega$, and resistance times width is $43\ \Omega\,\mu$m. In this limit the resistance does not depend on $L$.

Counting band crossings from the lattice matrices, without the standing-wave solution, gives 30 modes for $N=811$, 812 and 813. A zigzag ribbon of width 99.90 nm has 29. At ten times the width the armchair count is 300 against 298.8 from the formula, and the zigzag count 299 against 298.6. Relative to the formula, the zigzag count is off by 2.9\% at the smaller width and by 0.14\% at the larger, the armchair count by 0.4\% at both. It is the bound on the relative rounding error that shrinks as $1/W$, not each single error. The bound of one mode was derived for armchair edges only; for this zigzag ribbon, between 0.15 and 0.33 eV, the count falls short of the formula by up to nearly two modes and by about one on average. The flux integral over the full lattice band exceeds (\ref{main}) by 0.11\% for transport along the armchair direction, as $\epsilon^2/9$ predicts, and by 0.17\% along the zigzag direction.

\subsection{Temperature}

At 380 K, $k_BT=0.0327$ eV exceeds the subband spacing $\pi\hbar v_F/W=0.020$ eV, so the steps are smeared. Equation (\ref{mu}) gives $\mu=0.294$ eV, and at fixed charge $G$ falls by 2\%.

\subsection{Abrupt contacts}

Suppose the graphene under the contacts is very heavily doped, with an abrupt boundary that conserves $q$ and does not mix valleys. In the ribbon $(-i\sigma_x\partial_x+q\sigma_y)\psi=k_F\psi$. Multiplying by $i\sigma_x$ and using $\sigma_x\sigma_y=i\sigma_z$,
\begin{equation}
\partial_x\psi=X\psi,\quad X=ik_F\sigma_x+q\sigma_z,\quad X^2=q^2-k_F^2\equiv-k^2,
\end{equation}
so $\psi(L)=(C+XS/k)\psi(0)$ with $C=\cos kL$, $S=\sin kL$. In the heavily doped leads motion is along $x$, with spinors $u_\pm$ obeying $\sigma_xu_\pm=\pm u_\pm$ and $\sigma_zu_\pm=u_\mp$. Put $\psi(0)=u_++ru_-$ and $\psi(L)=\tau u_+$:
\begin{align}
0&=qS/k+r(C-ik_FS/k),\\
\tau&=C+ik_FS/k+rqS/k=\frac{C^2+(k_F^2-q^2)S^2/k^2}{C-ik_FS/k}=\frac{1}{C-ik_FS/k}.
\end{align}
The transmission is $|\tau|^2=[C^2+(k_F/k)^2S^2]^{-1}$ for real $k$. Averaged over the phase $kL$, with $z=\tan kL$, it becomes $\pi^{-1}\int dz/[1+(k_F/k)^2z^2]=k/k_F$. The mean of $\sqrt{1-q^2/k_F^2}$ over $|q|<k_F$ is $\pi/4$. The unaveraged formula, integrated over continuous $q$, gives 0.785, so the resistance rises to about $432/0.785=550\ \Omega$. Summing over the discrete modes of the ribbon instead shifts the transmission by a few per cent at this length, with a sign that depends on details: about $+3\%$ with the 29 open modes of the linear cone, about $-2\%$ with the 30 modes and wave numbers of the lattice band (\ref{band}). For $L$ between 80 and 120 nm the shift takes either sign and can approach 10\%. The value $550\ \Omega$ also belongs to the limit of infinite lead doping. On the lattice, leads with Fermi energy 0.9, 1.5 and 2.4 eV give about 520, 540 and $560\ \Omega$, and hole-doped leads at $-1.5$ eV about $600\ \Omega$. Tunnelling through modes with $|q|>k_F$ is negligible here: the continuous integral gives $4\times10^{-7}$ of the ideal conductance, and in a given ribbon the share depends on how close the first closed mode lies to $k_F$.

\subsection{Scattering in the bulk}

Let the mobility be $\mu_m=10\,000\ \mathrm{cm^2/Vs}$. A field $F$ acting for the relaxation time $\tau_s$ shifts the Fermi circle by $\kappa=eF\tau_s/\hbar$. The flow per width is then $(e/\pi^2)v_Fk_F\kappa\int_0^{2\pi}\cos^2\alpha\,d\alpha=ev_Fk_F\kappa/\pi$. Equating it to $ne\mu_mF$ gives the free path $l=v_F\tau_s=\hbar k_F\mu_m/e=309$ nm. In a long line $G/W=ne\mu_m/L$. Writing this as the ballistic value times $\lambda/L$ gives
\begin{equation}
\lambda=\frac{k_F^2}{\pi}e\mu_m\,\frac{\pi h}{4e^2k_F}=\frac{\pi}{2}l=485\ \mathrm{nm}.
\end{equation}
The interpolation $\lambda/(\lambda+L)$ tends to 1 for short lines and to $\lambda/L$ for long ones, as it should, but is not exact in between. It gives $485/585=0.83$. A random walk with isotropic scattering gives 0.81.

\subsection{Rough edges}

Carriers enter uniformly in $y$ and in $\sin\alpha$. From height $y$, those missing both edges have $\sin\alpha$ between $-y/\sqrt{y^2+L^2}$ and $(W-y)/\sqrt{(W-y)^2+L^2}$. The full range of $\sin\alpha$ is 2, and the two parts contribute equally after averaging over $y$, so the share is
\begin{equation}
\frac1W\int_0^W\frac{y\,dy}{\sqrt{y^2+L^2}}=\sqrt{1+\frac{L^2}{W^2}}-\frac LW=0.41.
\end{equation}
If edges send the rest into random directions, with the component along the edge uniformly distributed, sampling gives a total transmission of about 0.68, or roughly $630\ \Omega$. The reductions by abrupt contacts, bulk scattering and rough edges were found separately, each with the other two effects absent; their product is not a derived result.

\subsection{Beside real ribbons}

The hopping, bond length and mobility are rough typical values; the mobility is on the high side for graphene on oxide. At $1000\ \mathrm{cm^2/Vs}$ and the same $E_F$, $\lambda$ would be 49 nm and the bulk factor $49/149=0.33$. Real contacts are not ideal either: an extra metal--graphene resistance of, for example, $100\ \Omega\,\mu$m for both contacts together, added in series, would raise $43$ to about $143\ \Omega\,\mu$m. The density is $7.0\times10^{12}\ \mathrm{cm^{-2}}$. If a gate supplied it through an oxide of relative permittivity 3.9, the oxide field would be $en/(3.9\,\varepsilon_0)=3.3$ MV/cm, below a rough breakdown field of 10 MV/cm. A gate also crowds charge towards the edges, which the uniform model omits.

\section*{Values computed for the example and the checks}
\begin{verbatim}
hopping t: 3.0 eV
bond length a: 0.142 nm
Fermi energy EF: 0.30 eV
ribbon width W: 99.98 nm
ribbon length L: 100 nm
armchair dimer lines N: 812
hbar vF: 0.6390 eV nm
Fermi velocity: 9.708e+05 m/s
Fermi wave number kF: 0.4695 1/nm
kF W: 46.94 (no unit)
subband spacing pi hbar vF/W: 0.0201 eV
modes per spin, 2 kF W/pi: 29.88
armchair lattice counts, N-1 N N+1: [30, 30, 30]
zigzag lattice width: 99.90 nm
zigzag lattice count: 29
ten times wider, armchair count: 300
ten times wider, armchair formula: 298.82
ten times wider, zigzag count: 299
ten times wider, zigzag formula: 298.57
conductance quantum 2e^2/h: 77.481 uS
ballistic G/W: 23.158 uS/nm
ballistic G/W converted: 23.158 mS/um
ballistic G of this ribbon: 2.315 mS
G from integer armchair count: 2.324 mS
ballistic resistance: 431.9 ohm
resistance times width: 43.18 ohm um
lattice/formula G, along armchair: 1.00112
lattice/formula G, along zigzag: 1.00168
curvature estimate 1+(EF/t)^2/9: 1.00111
temperature of use: 380 K
thermal energy kT: 0.0327 eV
chemical potential at fixed charge: 0.294063 eV
its low-temperature estimate: 0.294062 eV
G factor from temperature: 0.9802
G factor, abrupt doped contacts: 0.7848
pi/4 for comparison: 0.7854
tunnelling modes, share of ideal G: 3.7e-07
carrier density: 7.02e+12 1/cm2
mobility: 10000 cm2/Vs
mean free path l: 309 nm
backscattering length lambda: 485 nm
G factor, bulk scattering formula: 0.829
G factor, bulk scattering walk: 0.813
share missing both edges, formula: 0.414
share missing both edges, sampled: 0.413
G factor, fully diffuse edges: 0.683
oxide relative permittivity: 3.9
oxide field if gate doped: 3.26 MV/cm
\end{verbatim}
